# The shift current and the gauge invariance of its shift vector

**Q.** You claim that steady light drives a steady current through an insulator with no battery attached. An oscillating field pushes electrons back and forth equally. Where could a direct current come from?

**A.** From the second order in the field, where $e^{-i\omega t}$ and $e^{+i\omega t}$ multiply to a constant. Whether that constant is zero has to be computed. I take independent electrons in a perfect, cold, periodic insulator, one spin channel, no spin-orbit coupling, time-reversal symmetry and nondegenerate bands. I use Hartree atomic units, so the electron charge is $-1$. The field points along a fixed axis $b$:

$$E(t)=E_\omega e^{-i\omega t}+E_\omega^*e^{i\omega t},\qquad H=H_0+E(t)\,r^b .$$

The plus sign is $-(\text{charge})\,E\,r$.

**Q.** In an infinite crystal $r$ is unbounded. How do you use it with Bloch states?

**A.** As a derivative in $k$. Write a state as $\psi=\int dk\sum_n c_n(k)\,e^{ik\cdot r}u_{nk}$. Since $r\,e^{ik\cdot r}=-i\partial_k e^{ik\cdot r}$, integration by parts over the zone gives

$$r\psi=\int dk\; e^{ik\cdot r}\sum_n\left(i\,\partial_kc_n\,u_{nk}+i\,c_n\,\partial_ku_{nk}\right).$$

Projecting on $u_{mk}$ shows that $r$ acts on the amplitudes as

$$r=i\partial_k+A,\qquad A_{nm}=i\langle u_n|\partial_ku_m\rangle .$$

The diagonal elements $A_{nn}$ are the Berry connections. For $n\neq m$ I write $r_{nm}=A_{nm}$, the interband dipole elements. A uniform field keeps the density matrix $\rho_{nm}(k)$ diagonal in $k$, and the commutator of a derivative with a function of $k$ is the derivative of that function, so

$$[r^b,\rho]_{nm}=i\partial_b\rho_{nm}+[A^b,\rho]_{nm}.$$

With $\omega_{nm}=\varepsilon_n-\varepsilon_m$, the equation $i\partial_t\rho=[H,\rho]$ becomes

$$\partial_t\rho_{nm}=-i\omega_{nm}\rho_{nm}-iE\,[r^b,\rho]_{nm}. \tag{1}$$

**Q.** Then do the first order, and say how the field was switched on.

**A.** Slowly, with a factor $e^{\eta t}$, and $\eta\to0^+$ at the end. At zeroth order $\rho_{nm}=f_n\delta_{nm}$, where $f_n$ is 1 or 0 throughout a band, so its $k$ derivative vanishes. With $f_{nm}=f_n-f_m$,

$$[r^b,\rho^0]_{nm}=r^b_{nm}(f_m-f_n)=-f_{nm}r^b_{nm}.$$

For the $e^{-i\omega t}$ part, (1) reads $(\eta-i\omega+i\omega_{nm})\rho^1_{nm}=i f_{nm}r^b_{nm}E_\omega$, apart from the common time factor. Dividing by $i$,

$$\rho^1_{nm}=\frac{f_{nm}\,r^b_{nm}E_\omega}{\omega_{nm}-\omega-i\eta}\,e^{-i\omega t+\eta t}+\left(\omega\to-\omega,\;E_\omega\to E_\omega^*\right). \tag{2}$$

It connects filled bands with empty ones and has no diagonal elements.

**Q.** And the current at second order?

**A.** The velocity is $v^a=i[H,r^a]=i[H_0,r^a]$, because the field term commutes with $r^a$. Its elements are $v^a_{nn}=\partial_a\varepsilon_n$ and, for $m\ne n$, $v^a_{mn}=i\omega_{mn}r^a_{mn}$. With $[dk]=d^dk/(2\pi)^d$,

$$J^a=-\int[dk]\sum_{nm}v^a_{mn}\rho^2_{nm}.$$

The constant part of $\rho^2$ grows as $e^{2\eta t}$, so (1) gives

$$(2\eta+i\omega_{nm})\rho^2_{nm}=S_{nm},\qquad S=-i\,\overline{E\,[r^b,\rho^1]},$$

where the bar keeps the non-oscillating part.

**Q.** For $n=m$ you divide by $2\eta$. That explodes.

**A.** The populations do grow: light keeps creating carriers. Their band velocities cancel, however. Time reversal gives $\varepsilon_n(-k)=\varepsilon_n(k)$ and allows $u_{n,-k}=u_{nk}^*$. Differentiating with respect to the reversed argument supplies a minus sign, so

$$r_{nm}(-k)=-i\langle u^*_{nk}|\partial_ku^*_{mk}\rangle=\left(i\langle u_{nk}|\partial_ku_{mk}\rangle\right)^*=r_{nm}(k)^*.$$

Because $\rho^1$ has no diagonal part, $S_{nn}$ contains only $|r^b_{nm}|^2$ and functions of the energies. It is even in $k$, while $\partial_a\varepsilon_n$ is odd. The integral vanishes at every $\eta$, before the limit. Without time-reversal symmetry this cancellation is not guaranteed, and an injection current proportional to $1/\eta$ can survive.

For $n\neq m$ the limit is harmless, because $\omega_{nm}\neq0$. Any $k$ derivative of a resonant denominator is first moved to the smooth factors by parts, after which the correction is of order $\eta$ for $\omega$ away from band edges. At a one-dimensional edge it falls only as $\sqrt\eta$, which is still of order $\eta$ relative to the current there. Since $\omega_{mn}=-\omega_{nm}$,

$$J^a=-\int[dk]\sum_{n\ne m}i\omega_{mn}r^a_{mn}\frac{S_{nm}}{i\omega_{nm}}=\int[dk]\sum_{n\neq m}r^a_{mn}S_{nm}.$$

Let $X^a$ be the interband part of $r^a$. Then

$$J^a=-i\int[dk]\;\overline{E\;\mathrm{Tr}\left(X^a[r^b,\rho^1]\right)}. \tag{3}$$

**Q.** The derivative inside (3) is along the field, $b$. A displacement that makes a current along $a$ should involve a derivative along $a$. Are you going to swap the labels and hope?

**A.** No, the swap follows from $[r^a,r^b]=0$. First, under the zone integral,

$$\int[dk]\,\mathrm{Tr}(X^a[r^b,\rho^1])=\int[dk]\,\mathrm{Tr}([X^a,r^b]\rho^1).$$

For the matrix $A^b$ inside $r^b$ this is cyclicity of the trace. For $i\partial_b$ it is integration by parts; the boundary term contains $\mathrm{Tr}(X^a\rho^1)$, which is periodic and independent of the phases of the states. Next split $r^a=D^a+X^a$, where $D^a=i\partial_a+A^a_{nn}$ is band diagonal. Then

$$[X^a,r^b]=[r^a,r^b]-[D^a,r^b]=-[D^a,X^b]-[D^a,D^b].$$

The last commutator is band diagonal and drops out against $\rho^1$. The other one is

$$[D^a,X^b]_{mn}=i\partial_ar^b_{mn}+(A^a_{mm}-A^a_{nn})r^b_{mn}=i\,r^b_{mn;a},$$

$$r^b_{mn;a}\equiv\partial_ar^b_{mn}-i(A^a_{mm}-A^a_{nn})r^b_{mn}. \tag{4}$$

With $(-i)(-i)=-1$, (3) turns into

$$J^a=-\int[dk]\sum_{n\ne m}r^b_{mn;a}\,\overline{E\rho^1_{nm}}. \tag{5}$$

**Q.** Is $[r^a,r^b]=0$ still true if I keep five bands?

**A.** In a tight-binding model whose position operator is diagonal on the sites, yes, if all bands of that model are kept. If five bands are cut out of a larger set, the projected positions need not commute. That is no obstacle to using (5): the commutator was taken in the complete set, and afterwards each term needs only one pair of bands.

**Q.** Equation (5) is complex-looking. Show me a real current.

**A.** Insert (2). The constant part pairs $E_\omega e^{-i\omega t}$ with $E_\omega^*e^{i\omega t}$, in both orders:

$$J^a=-|E_\omega|^2\int[dk]\sum_{n\neq m}f_{nm}\,r^b_{mn;a}r^b_{nm}\left[\frac1{\omega_{nm}-\omega-i\eta}+\frac1{\omega_{nm}+\omega-i\eta}\right]. \tag{6}$$

Take a filled band $v$ and an empty band $c$. Let $\phi_{vc}=\arg r^b_{vc}$, so $r^b_{vc}=|r|e^{i\phi_{vc}}$. Equation (4) gives

$$r^b_{vc;a}=\left(\partial_a|r|+i|r|\left[\partial_a\phi_{vc}+A^a_{cc}-A^a_{vv}\right]\right)e^{i\phi_{vc}}.$$

The square bracket deserves a name:

$$R^{a,b}_{cv}=\partial_a\phi_{vc}+A^a_{cc}-A^a_{vv}. \tag{7}$$

This is the shift vector. Multiplying by $r^b_{cv}=|r|e^{-i\phi_{vc}}$ removes the phase:

$$r^b_{vc;a}r^b_{cv}=\tfrac12\partial_a|r|^2+i|r|^2R. \tag{8}$$

In (6), the term $n=c$, $m=v$ has $f_{cv}=-1$ and contributes

$$\left(\tfrac12\partial_a|r|^2+i|r|^2R\right)\left[\frac1{\omega_{cv}-\omega-i\eta}+\frac1{\omega_{cv}+\omega-i\eta}\right].$$

The term $n=v$, $m=c$ has $f_{vc}=+1$ and $\omega_{vc}=-\omega_{cv}$. Taking the minus sign out of both denominators turns it into the complex conjugate of the first. The sum is twice the real part. With $1/(x-i\eta)\to P(1/x)+i\pi\delta(x)$, where $P$ is the principal value, and with $\omega>0$, it equals

$$\partial_a|r|^2\left[P\frac1{\omega_{cv}-\omega}+\frac1{\omega_{cv}+\omega}\right]-2\pi|r|^2R\,\delta(\omega_{cv}-\omega).$$

The first part is odd in $k$, since $|r|^2$ and $\omega_{cv}$ are even, and it integrates to zero. What remains is

$$J^a=-2\pi|E_\omega|^2\sum_{cv}\int[dk]\;|r^b_{cv}|^2\,R^{a,b}_{cv}\;\delta(\omega_{cv}-\omega). \tag{9}$$

This is the Sipe–Shkrebtii shift current for linear polarization. If the response is defined by $J^a=2\sigma^{abb}(0;\omega,-\omega)|E_\omega|^2$, then $\sigma^{abb}$ has the prefactor $-\pi$ in place of $-2\pi|E_\omega|^2$.

**Q.** What does it say physically?

**A.** The factor $2\pi|E_\omega|^2|r_{cv}|^2\delta(\omega_{cv}-\omega)$ is the golden-rule rate of transitions. Multiply it by the charge $-1$ and by a length $R$, and you have (9). Each absorbed photon moves an electron by $R$ on average, as far as the current is concerned. The current flows while light is being absorbed, and in this formula it does not wait for the carriers to travel.

**Q.** I distrust that length. I may multiply each $u_{nk}$ by any phase I like, and $A_{nn}$ changes. How can a measurable current contain it?

**A.** Change the phases and follow each piece. Let $u_n\to e^{i\theta_n(k)}u_n$ with differentiable $\theta_n$. Then

$$A_{nn}\to i\langle u_n|e^{-i\theta_n}\partial_a(e^{i\theta_n}u_n)\rangle=A_{nn}-\partial_a\theta_n .$$

For $n\ne m$, the derivative of the phase multiplies $\langle u_n|u_m\rangle=0$, so $r_{nm}\to e^{-i\theta_n+i\theta_m}r_{nm}$. Therefore $|r_{vc}|$ is unchanged and

$$\partial_a\phi_{vc}\to\partial_a\phi_{vc}-\partial_a\theta_v+\partial_a\theta_c .$$

The change of (7) is

$$\underbrace{-\partial_a\theta_v+\partial_a\theta_c}_{\text{dipole phase}}\;\underbrace{-\,\partial_a\theta_c}_{A_{cc}}\;\underbrace{+\,\partial_a\theta_v}_{-A_{vv}}=0 .$$

This holds at each $k$ separately, without an integral.

**Q.** Suppose $\theta_n$ grows by $2\pi$ across the zone. A Berry phase notices that only modulo $2\pi$. Does your $R$ jump by a lattice constant?

**A.** No. The cancellation uses the local derivatives of $\theta_n$, and it makes no difference whether $\theta_n$ returns to its starting value. The zone average of $A_{cc}-A_{vv}$ can change by a lattice constant, and the average of $\partial_a\phi_{vc}$ then changes by the opposite amount. So neither piece alone is the displacement.

**Q.** And where the dipole element vanishes, its phase means nothing.

**A.** There $R$ is undefined, but the current needs only $|r|^2R=\mathrm{Im}(r_{vc;a}r_{cv})$, from (8). This product is smooth, gauge invariant, and zero at such a point. A true degeneracy is a different matter: one may then mix the states by a matrix, and a shift for each single band loses its meaning.

**Q.** Should inversion-symmetric crystals give nothing?

**A.** They should, and they do. Time reversal with $u_{n,-k}=u^*_{nk}$ gives $A_{nn}(-k)=A_{nn}(k)$ and $\phi_{vc}(-k)=-\phi_{vc}(k)$. The derivative of an odd function is even, so $R(-k)=R(k)$. Inversion allows $u_{n,-k}(r)=\pm u_{nk}(-r)$, hence $A_{nn}(-k)=-A_{nn}(k)$, and $r_{vc}(-k)=\pm r_{vc}(k)$. The constant sign does not affect the phase derivative, which is odd, so $R(-k)=-R(k)$. With both symmetries $R=0$ wherever it is defined.

**Q.** Give me a case I can compute by hand.

**A.** Take a chain with lattice constant $a$, sites A at 0 and B at $a/2$, energies $+\Delta$ and $-\Delta$, and hoppings alternating between $t+\delta$ and $t-\delta$, with $t>\delta>0$. Keeping the site positions in the phases,

$$H_{AB}=(t+\delta)e^{ika/2}+(t-\delta)e^{-ika/2}=2t\cos\tfrac{ka}2+2i\delta\sin\tfrac{ka}2 .$$

So $H=d\cdot\sigma$ with $d=(2t\cos\frac{ka}2,\,-2\delta\sin\frac{ka}2,\,\Delta)$, and $\omega_{cv}=2|d|$.

**Q.** You still need the phase of a dipole element. Must I choose a gauge?

**A.** Not for two bands. Let primes denote $d/dk$ and $v_{cv}=\langle c|H'|v\rangle$. Differentiating $H|v\rangle=\varepsilon_v|v\rangle$ and projecting on $c$ gives $v_{cv}=-\omega_{cv}\langle c|v'\rangle$, so $r_{cv}=-iv_{cv}/\omega_{cv}$. Next, by completeness,

$$|v'\rangle=-iA_{vv}|v\rangle-ir_{cv}|c\rangle,\qquad \langle c'|=iA_{cc}\langle c|+ir_{cv}\langle v| .$$

Hence

$$v_{cv}'=\langle c|H''|v\rangle+i(A_{cc}-A_{vv})v_{cv}+ir_{cv}(v_{vv}-v_{cc}).$$

The covariant derivative removes the middle term. The last term is a real multiple of $v_{cv}$, because $ir_{cv}=v_{cv}/\omega_{cv}$. The complex conjugate of (8) gives $\mathrm{Im}(r_{cv;k}/r_{cv})=-R$, and the real factor $1/\omega_{cv}$ does not alter this imaginary part. Therefore

$$|v_{cv}|^2R=-\mathrm{Im}\left(v_{vc}\langle c|H''|v\rangle\right).$$

With $n=d/|d|$ and projectors $(1\mp n\cdot\sigma)/2$ on $v$ and $c$, the product is

$$\tfrac14\mathrm{Tr}\left[(1-n\cdot\sigma)(d'\cdot\sigma)(1+n\cdot\sigma)(d''\cdot\sigma)\right].$$

Traces of two or four Pauli matrices with real vectors are real. The imaginary part comes from three, for which $\mathrm{Tr}[(x\cdot\sigma)(y\cdot\sigma)(z\cdot\sigma)]=2i\,x\cdot(y\times z)$:

$$\tfrac{2i}4\left[d'\cdot(n\times d'')-n\cdot(d'\times d'')\right]=-i\,n\cdot(d'\times d'').$$

So $|v_{cv}|^2R=n\cdot(d'\times d'')$. Dividing by $\omega_{cv}^2$ and using $|d|=\omega_{cv}/2$,

$$|r_{cv}|^2R=\frac{2\,d\cdot(d'\times d'')}{\omega_{cv}^3}.$$

Here $d'=(-ta\sin\frac{ka}2,-\delta a\cos\frac{ka}2,0)$ and $d''=\frac{a^2}2(-t\cos\frac{ka}2,\delta\sin\frac{ka}2,0)$. The cross product points along $z$ with the value $-\frac12t\delta a^3(\sin^2\frac{ka}2+\cos^2\frac{ka}2)$, so

$$|r_{cv}|^2R=-\frac{a^3t\delta\Delta}{\omega_{cv}^3}. \tag{10}$$

It vanishes for $\delta=0$ or $\Delta=0$, when the chain has an inversion centre on a site or on a bond.

**Q.** Then only the density of transitions is missing.

**A.** From $\omega_{cv}^2=4|d|^2$,

$$\omega_{cv}^2=8(t^2+\delta^2)+8(t^2-\delta^2)\cos ka+4\Delta^2,$$

with edges $\omega_-^2=16\delta^2+4\Delta^2$ and $\omega_+^2=16t^2+4\Delta^2$. Let $W=\sqrt{(\omega_+^2-\omega^2)(\omega^2-\omega_-^2)}$. The two factors are $8(t^2-\delta^2)(1\mp\cos ka)$, so $W=8(t^2-\delta^2)|\sin ka|$. Differentiating $\omega_{cv}^2$ gives $2\omega|\omega_{cv}'|=aW$. The two resonant points $\pm k$ yield

$$g(\omega)=\int\frac{dk}{2\pi}\,\delta(\omega_{cv}-\omega)=\frac{2}{2\pi|\omega_{cv}'|}=\frac{2\omega}{\pi aW}.$$

Putting this and (10) into (9),

$$\frac{J}{|E_\omega|^2}=2\pi\,\frac{a^3t\delta\Delta}{\omega^3}\,\frac{2\omega}{\pi aW}=\frac{4a^2t\delta\Delta}{\omega^2W}. \tag{11}$$

At the band edges $W\to0$ and (11) diverges, as the one-dimensional density of transitions does. The divergence belongs to the limit $\eta\to0^+$: for finite $\eta$, (6) has a Lorentzian in place of the delta function, and the current at the edges is finite.

**Q.** Numbers, please.

**A.** Choose $a=6$ bohr, $t=0.1$, $\delta=0.03$, $\Delta=0.05$ hartree. Absorption runs from 0.156 to 0.412 hartree. At $\omega=0.25$ hartree the resonance is at $k=\pm0.345$ bohr$^{-1}$, with $|r_{cv}|=1.4245$ bohr. Equation (10) gives

$$|r_{cv}|^2R=-\frac{216\times0.1\times0.03\times0.05}{0.25^3}=-2.074\ \text{bohr}^3,\qquad R=-\frac{2.074}{1.4245^2}=-1.022\ \text{bohr}.$$

Now (7) at the positive resonant $k$, in two gauges. In the first, the A component of each state is real and positive. The second adds $\theta_v=ka+0.7\sin ka$, which winds, and $\theta_c=0.4\cos ka$. In bohr:

| gauge | $\partial_k\phi_{vc}$ | $A_{cc}$ | $A_{vv}$ | $R$ |
|---|---|---|---|---|
| first | 0.075 | 0.823 | 1.920 | −1.022 |
| second | −6.033 | 2.933 | −2.078 | −1.022 |

The pieces move by several bohr, and the sum stays. By (10) its sign is that of $-\delta\Delta$, so both the energies and the bonds decide it. The lower band favours site B and the upper band site A, and the stronger bond $t+\delta$ joins each B to the A on its left. The shift points left along that bond, and the current of negative charge is positive. Reversing either $\delta$ or $\Delta$ reverses it.

For $|E_\omega|=10^{-4}$ atomic units and $g=0.4145$ per hartree and bohr, the excitation rate per length is

$$2\pi\times10^{-8}\times1.4245^2\times0.4145=5.28\times10^{-8}.$$

Multiplying by $-R$ gives $J=5.40\times10^{-8}$ atomic units, or 0.358 nA for one spin and 0.715 nA for both.

This field is strong: a peak of $1.0\times10^8$ V/m, about 1.4 GW/cm$^2$ in vacuum. Second order holds only while the resonant states are far from saturation, that is for times short against $1/\Omega$, where $\Omega=2|E_\omega||r_{cv}|=2.85\times10^{-4}$ hartree is the Rabi frequency and $1/\Omega\approx85$ fs. With nothing to relax the carriers, summing the Rabi oscillations over detuning multiplies the rate, and the current, by the Bessel function $J_0(\Omega t)$, which reaches zero near 200 fs. The number above is therefore the initial current. A weaker field stretches this time in proportion to $1/|E_\omega|$.

**Q.** All this rests on your length-gauge algebra. Is there a check that never mentions a shift vector?

**A.** Yes: propagate the Schrödinger equation in time with $H(k+\mathcal A(t))$, $E=-d\mathcal A/dt$, and add up the current during a pulse. The result is averaged over the two signs of the field, which removes the terms odd in the field, among them the first-order polarization, and leaves the second order as the leading term. To compare, decompose the pulse into frequencies $\tilde E(\omega)=\int E\,e^{i\omega t}dt$. Integrating (1) over time for $n\neq m$ leads back to (5), now time-integrated, if no second-order interband coherence is left after the pulse. In (6), $|E_\omega|^2$ and its two terms are then replaced by $\int d\omega\,|\tilde E(\omega)|^2/2\pi$ over both signs of $\omega$, and the same algebra gives

$$\int J^a\,dt=-\sum_{cv}\int[dk]\,|r^b_{cv}|^2R^{a,b}_{cv}\,|\tilde E(\omega_{cv})|^2 .$$

For a long pulse on the chain, the charge divided by $\int|E_\omega|^2dt$, with $E_\omega$ now the slowly varying envelope, is 5.40 atomic units, and (11) gives 5.40. The next digit depends on the time step (5.399 at a step of 0.4, 5.401 as the step shrinks) and on the bandwidth of the pulse, which raises the expected value from 5.400 to 5.402. For a three-band lattice in two dimensions, with the field along $y$ and the current along $x$, propagation gives $-2.095\times10^{-5}$ and the formula $-2.096\times10^{-5}$. That case tests the change of derivative direction in (5), with more than two bands.

**Q.** So I may take (9) as the photocurrent of a real sample?

**A.** As one contribution to it. Electron–hole attraction, scattering and recombination are left out of the derivation, and what they add to the current or change in it is not computed here. Equation (9) is the current of the excitation process for independent electrons, at second order in the field. It can describe a steady state only if relaxation empties the resonant states at a rate large against the Rabi frequency.

## Computed results

```
lattice constant a            = 6.0 bohr
mean hopping t                = 0.100 hartree
hopping alternation delta     = 0.030 hartree
site energy Delta             = 0.050 hartree
lower absorption edge         = 0.15620 hartree
upper absorption edge         = 0.41231 hartree
photon energy                 = 0.250 hartree
resonant k (and -k)           = 0.34461 1/bohr
dipole |r_cv| at resonance    = 1.42452 bohr
gauge 1: d arg(r_vc)/dk       = 0.0753 bohr
gauge 1: A_cc                 = 0.8229 bohr
gauge 1: A_vv                 = 1.9200 bohr
gauge 1: shift vector R       = -1.0219 bohr
gauge 2: d arg(r_vc)/dk       = -6.0326 bohr
gauge 2: A_cc                 = 2.9327 bohr
gauge 2: A_vv                 = -2.0781 bohr
gauge 2: shift vector R       = -1.0219 bohr
closed-form shift vector      = -1.0219 bohr
|r|^2 R at resonance          = -2.0736 bohr^3
joint density of states       = 0.4145 1/(hartree bohr)
field amplitude |E_w|         = 1.0e-04 a.u.
excitation rate per length    = 5.2847e-08 a.u.
J/|E_w|^2, closed form        = 5.4002 a.u.
J/|E_w|^2, long pulse in time = 5.3990 a.u.
sigma(0;w,-w) = J/(2|E_w|^2)  = 2.7001 a.u.
shift current, one spin       = 5.4002e-08 a.u.
shift current, one spin       = 0.3577 nA
shift current, both spins     = 0.7154 nA
short pulse charge, in time   = 1.99097e-06 a.u.
short pulse charge, formula   = 1.99135e-06 a.u.
2D three-band charge, in time = -2.09485e-05 a.u.
2D three-band charge, formula = -2.09581e-05 a.u.
```
